# Camel and Bell Capacitance Curves of a Lattice-Gas Ionic Liquid: verification in Python

```python
# Result under test: mean-field lattice-gas capacitance of a symmetric ionic liquid,
#   C/C0 = cosh(u/2)/(1+x) * sqrt(x/ln(1+x)),  x = 2*gamma*sinh(u/2)^2.
# It is a camel for gamma < 1/3, a bell for gamma >= 1/3, and tends to
# C0/sqrt(2*gamma*|u|) at large |u|.
# Symbols: u = e*V/(k*T), V = diffuse-layer voltage; gamma = 2*c0/c_max;
#   c0 = bulk density of each ion; c_max = density of lattice cells;
#   C0 = permittivity/Debye length. Reduced charge s has ds/du = C/C0.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_bvp, quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln


def source(phi, gamma):
    """sinh(phi)/(1-gamma+gamma*cosh(phi)), written without overflow."""
    size = np.abs(phi)
    decay = np.exp(-size)
    bottom = 2 * (1 - gamma) * decay + gamma * (1 + decay**2)
    return np.sign(phi) * (-np.expm1(-2 * size)) / bottom


def reduced_cap(u, gamma):
    x = np.maximum(2 * gamma * np.sinh(u / 2)**2, 1e-30)
    return np.cosh(u / 2) / (1 + x) * np.sqrt(x / np.log1p(x))


def reduced_charge(u, gamma):
    x = 2 * gamma * np.sinh(u / 2)**2
    return np.sign(u) * np.sqrt(2 / gamma * np.log1p(x))


# --- Ion densities: most probable occupation found by counting configurations
sites = 1200
n_plus, n_minus = np.meshgrid(np.arange(sites + 1), np.arange(sites + 1),
                              indexing="ij")
empty = sites - n_plus - n_minus
log_count = np.where(
    empty >= 0,
    gammaln(sites + 1) - gammaln(n_plus + 1) - gammaln(n_minus + 1)
    - gammaln(np.maximum(empty, 0) + 1), -np.inf)
for gamma, phi in [(0.4, 0.0), (0.4, 1.5), (0.7, -1.0)]:
    chem = np.log(gamma / 2 / (1 - gamma))
    weight = log_count - phi * (n_plus - n_minus) + chem * (n_plus + n_minus)
    i, j = np.unravel_index(np.argmax(weight), weight.shape)
    norm = 1 + 2 * gamma * np.sinh(phi / 2)**2
    # the integer maximum may sit one or two sites from the continuum one
    assert abs(i / sites - gamma / 2 * np.exp(-phi) / norm) < 2 / sites
    assert abs(j / sites - gamma / 2 * np.exp(phi) / norm) < 2 / sites
del n_plus, n_minus, empty, log_count, weight

# --- Capacitance from numerical solution of the Poisson boundary-value problem
length = 25.0
root_grid = np.linspace(0, 1, 4001)
step = 0.05
worst_bvp = 0.0
for gamma in (0.1, 0.6):
    mesh = length * np.linspace(0, 1, 201)**2
    guess = np.vstack([np.exp(-mesh), -np.exp(-mesh)])
    charges = {}
    for u in (1, 2 - step, 2 + step, 3, 4, 5, 6 - step, 6 + step):
        sol = solve_bvp(
            lambda z, y: np.vstack([y[1], source(y[0], gamma)]),
            lambda left, right: np.array([left[0] - u, right[0]]),
            mesh, guess, tol=1e-7, max_nodes=40000)
        assert sol.success
        mesh, guess = sol.x, sol.y
        profile = sol.sol(length * root_grid**2)[0]
        charges[u] = simpson(source(profile, gamma) * 2 * length * root_grid,
                             x=root_grid)
    for u in (2, 6):
        numeric = (charges[u + step] - charges[u - step]) / (2 * step)
        error = abs(numeric / reduced_cap(u, gamma) - 1)
        worst_bvp = max(worst_bvp, error)
        assert error < 5e-4   # finite-difference truncation

# --- Small-voltage expansion from the integrated Poisson equation
g, v, w, t = sp.symbols("g v w t", positive=True)
F = sp.sinh(v) / (1 - g + g * sp.cosh(v))
coef = [sp.simplify(sp.diff(F, v, k).subs(v, 0) / sp.factorial(k))
        for k in (1, 3, 5)]
inside = sum(2 * c * w**n / (2 * n + 2) for n, c in enumerate(coef))
root = sp.series(sp.sqrt(inside), w, 0, 3).removeO()
root = sp.expand(root)
quadratic = sp.simplify(3 * root.coeff(w, 1))
quartic = sp.simplify(5 * root.coeff(w, 2))
assert sp.simplify(quadratic - (1 - 3 * g) / 8) == 0
quartic_third = sp.simplify(quartic.subs(g, sp.Rational(1, 3)))
assert quartic_third == -sp.Rational(1, 216)

# --- Derivative of the slope criterion, by symbolic algebra
H = sp.log(1 + t) - t * (t + 2 * g) / (2 * (g + (1 - g) * t))
bracket = 2*g*(1 - 3*g) + (1 - 5*g + 2*g**2)*t - (1 - g)*t**2
claimed = t * bracket / (2 * (1 + t) * (g + (1 - g) * t)**2)
assert sp.simplify(sp.diff(H, t) - claimed) == 0


def criterion(tt, gamma):
    return np.log1p(tt) - tt*(tt + 2*gamma) / (2*(gamma + (1 - gamma)*tt))


def peak_position(gamma):
    a = 1 - gamma
    b = 1 - 5 * gamma + 2 * gamma**2
    c = 2 * gamma * (1 - 3 * gamma)
    t_low = (b + np.sqrt(b * b + 4 * a * c)) / (2 * a)
    t_peak = brentq(criterion, t_low, 100.0, args=(gamma,))
    return 2 * np.arcsinh(np.sqrt(t_peak / (2 * gamma)))


# --- Shape of the whole curve and position of the peak
u_grid = np.arange(0.02, 60, 0.02)
for gamma in (0.02, 0.1, 0.2, 0.3, 0.33, 1/3, 0.34, 0.5, 0.8, 1.0):
    rising = np.diff(reduced_cap(u_grid, gamma)) > 0
    if gamma < 1/3:
        assert rising[0] and not rising[-1]
        assert np.count_nonzero(rising[1:] != rising[:-1]) == 1
        found = minimize_scalar(lambda q: -reduced_cap(q, gamma),
                                bounds=(0.01, 20), method="bounded",
                                options={"xatol": 1e-8}).x
        assert abs(found - peak_position(gamma)) < 1e-4  # flat maximum
    else:
        assert not rising.any()
near = 0.333
threshold_ratio = peak_position(near)**2 / (1 - 3 * near)
assert abs(threshold_ratio - 13.5) < 0.1


# --- Large-voltage law from quadrature of the Poisson source
def charge_quad(u, gamma):
    first = quad(source, 0, 20, args=(gamma,), epsabs=1e-11, epsrel=1e-11)[0]
    rest = quad(source, 20, u, args=(gamma,), epsabs=1e-11, epsrel=1e-11)[0]
    return np.sqrt(2 * (first + rest))


tail_exponent = {}
for gamma in (0.1, 0.6):
    cap = {u: (charge_quad(u + 1, gamma) - charge_quad(u - 1, gamma)) / 2
           for u in (200, 400)}
    shifted = 400 + np.log(gamma / 2)
    assert abs(cap[400] * np.sqrt(2 * gamma * shifted) - 1) < 1e-5
    tail_exponent[gamma] = np.log(cap[400] / cap[200]) / np.log(2)
    assert abs(tail_exponent[gamma] + 0.5) < 0.01

# --- A constant series capacitance keeps the threshold and the tail law
series_cap = 0.22
for gamma, camel in ((0.30, True), (0.36, False)):
    uu = np.arange(0.05, 40, 0.05)
    ss = reduced_charge(uu, gamma)
    total_cap = np.gradient(ss, uu + ss / series_cap)[1:-1]
    rising = np.diff(total_cap) > 0
    changes = np.count_nonzero(rising[1:] != rising[:-1])
    assert rising[0] == camel and changes == int(camel)
gamma = 0.6
uu = np.array([599.0, 600.0, 601.0])
ss = reduced_charge(uu, gamma)
vv = uu + ss / series_cap
numeric = (ss[2] - ss[0]) / (vv[2] - vv[0])
law = 1 / np.sqrt(2 * gamma * vv[1] + 1 / series_cap**2)
assert abs(numeric / law - 1) < 3e-3   # logarithmic shift of the voltage

# --- Worked example in SI units, converted only for printing
e, kB, eps0 = const.e, const.k, const.epsilon_0
temperature, eps_rel, c_max = 300.0, 10.0, 8e27
eps = eps_rel * eps0
cell = c_max**(-1 / 3)
MICRO = 100.0          # F/m^2 to uF/cm^2, and C/m^2 to uC/cm^2


def debye(gamma, temp=temperature):
    return np.sqrt(eps * kB * temp / (e**2 * gamma * c_max))


def cap_si(volt, gamma, temp=temperature):
    return eps / debye(gamma, temp) * reduced_cap(e*volt/(kB*temp), gamma)


def charge_si(volt, gamma, temp=temperature):
    scale = eps * kB * temp / (e * debye(gamma, temp))
    return scale * reduced_charge(e * volt / (kB * temp), gamma)


def tail_si(volt):
    return np.sqrt(eps * e * c_max / (2 * volt))


for gamma in (0.1, 1/3, 0.6):
    assert abs(cap_si(10.0, gamma) / tail_si(10.0) - 1) < 0.01

print(f"worst error, formula against Poisson solution: {worst_bvp:.1e}")
print(f"u^4 coefficient at gamma = 1/3: {quartic_third}")
print(f"u*^2/(1-3 gamma) at gamma = {near}: {threshold_ratio:.3f}")
for gamma, slope in tail_exponent.items():
    print(f"tail exponent, u = 200 to 400, gamma = {gamma}: {slope:.4f}")
print(f"temperature: {temperature:.0f} K; kT/e: {kB*temperature/e*1e3:.2f} mV")
print(f"relative permittivity: {eps_rel:.0f}")
print(f"cell density: {c_max*1e-27:.1f} nm^-3; cell edge: {cell*1e9:.3f} nm")
c_threshold = c_max / 6
print(f"threshold density of each ion: {c_threshold*1e-27:.3f} nm^-3"
      f" = {c_threshold/const.N_A/1e3:.2f} mol/L")
for gamma in (0.1, 1/3, 0.6):
    print(f"gamma = {gamma:.4f}: c0 = {gamma*c_max/2*1e-27:.3f} nm^-3,"
          f" Debye length = {debye(gamma)*1e9:.4f} nm,"
          f" u^2 coefficient = {(1-3*gamma)/8:.4f}")
    values = ", ".join(f"{cap_si(volt, gamma)*MICRO:.1f}"
                       for volt in (0.0, 0.05, 0.1, 0.3, 1.0))
    print(f"  C at 0, 0.05, 0.1, 0.3, 1 V: {values} uF/cm^2")
u_peak = peak_position(0.1)
v_peak = u_peak * kB * temperature / e
print(f"camel peak, gamma = 0.1: u* = {u_peak:.3f}, V* = {v_peak*1e3:.1f} mV,"
      f" C = {cap_si(v_peak, 0.1)*MICRO:.1f} uF/cm^2")
for volt in (0.3, 1.0):
    print(f"square-root law at {volt} V: {tail_si(volt)*MICRO:.1f} uF/cm^2")

# --- Size of the neglected effects for the neat liquid
neat = 0.6
c_compact = eps / (cell / 2)


def diffuse_part(total):
    return brentq(lambda q: q + charge_si(q, neat) / c_compact - total,
                  0.0, total)


def total_cap_si(total):
    return 1 / (1 / cap_si(diffuse_part(total), neat) + 1 / c_compact)


print("neglected effects, gamma = 0.6:")
print(f"compact layer of half a cell: {c_compact*MICRO:.1f} uF/cm^2")
print(f"total C at 0 V with compact layer:"
      f" {MICRO/(1/cap_si(0.0, neat)+1/c_compact):.1f} uF/cm^2")
for total in (1.0, 2.0):
    inner = diffuse_part(total)
    sigma = charge_si(inner, neat)
    d = 1e-3
    slope = np.log(total_cap_si(total*(1+d)) / total_cap_si(total*(1-d)))
    slope /= np.log((1 + d) / (1 - d))
    print(f"total {total:.0f} V: diffuse drop = {inner:.3f} V,"
          f" C = {total_cap_si(total)*MICRO:.1f} uF/cm^2,"
          f" local exponent = {slope:.3f}")
    print(f"  charge = {sigma*MICRO:.1f} uC/cm^2,"
          f" field = {sigma/eps*1e-8:.1f} MV/cm,"
          f" filled thickness = {sigma/(e*c_max)*1e9:.3f} nm")
v_layer = e * c_max * cell**2 / (2 * eps)
v_layer_total = v_layer + e * c_max * cell / c_compact
print(f"one filled ion layer: diffuse drop = {v_layer:.2f} V,"
      f" total with compact layer = {v_layer_total:.2f} V")
window = 2.0
print(f"rough decomposition limit per electrode (input): {window:.0f} V")
coupling = e**2 / (4 * np.pi * eps * kB * temperature * cell)
print(f"Coulomb energy at one cell edge over kT: {coupling:.1f}")
print(f"cell edge over Debye length: {cell/debye(neat):.1f}")
eps_fast = 2.0
print(f"tail factor if permittivity saturates to {eps_fast:.0f} (rough):"
      f" {np.sqrt(eps_fast/eps_rel):.3f}")
screen = 0.05e-9
print(f"metal screening length (rough input): {screen*1e9:.2f} nm;"
      f" bare series C: {eps0/screen*MICRO:.1f} uF/cm^2")
hot = 350.0
print(f"C at {hot:.0f} K, diffuse drop 0 and 1 V:"
      f" {cap_si(0.0, neat, hot)*MICRO:.1f},"
      f" {cap_si(1.0, neat, hot)*MICRO:.1f} uF/cm^2")
print("no test failed")
```

Running it gives:

```
worst error, formula against Poisson solution: 1.9e-05
u^4 coefficient at gamma = 1/3: -1/216
u*^2/(1-3 gamma) at gamma = 0.333: 13.500
tail exponent, u = 200 to 400, gamma = 0.1: -0.5055
tail exponent, u = 200 to 400, gamma = 0.6: -0.5022
temperature: 300 K; kT/e: 25.85 mV
relative permittivity: 10
cell density: 8.0 nm^-3; cell edge: 0.500 nm
threshold density of each ion: 1.333 nm^-3 = 2.21 mol/L
gamma = 0.1000: c0 = 0.400 nm^-3, Debye length = 0.1336 nm, u^2 coefficient = 0.0875
  C at 0, 0.05, 0.1, 0.3, 1 V: 66.3, 84.3, 98.5, 50.5, 24.8 uF/cm^2
gamma = 0.3333: c0 = 1.333 nm^-3, Debye length = 0.0732 nm, u^2 coefficient = 0.0000
  C at 0, 0.05, 0.1, 0.3, 1 V: 121.0, 116.0, 93.0, 47.3, 24.4 uF/cm^2
gamma = 0.6000: c0 = 2.400 nm^-3, Debye length = 0.0546 nm, u^2 coefficient = -0.1000
  C at 0, 0.05, 0.1, 0.3, 1 V: 162.3, 124.4, 87.8, 45.9, 24.2 uF/cm^2
camel peak, gamma = 0.1: u* = 3.590, V* = 92.8 mV, C = 99.0 uF/cm^2
square-root law at 0.3 V: 43.5 uF/cm^2
square-root law at 1.0 V: 23.8 uF/cm^2
neglected effects, gamma = 0.6:
compact layer of half a cell: 35.4 uF/cm^2
total C at 0 V with compact layer: 29.1 uF/cm^2
total 1 V: diffuse drop = 0.301 V, C = 20.0 uF/cm^2, local exponent = -0.352
  charge = 24.8 uC/cm^2, field = 28.0 MV/cm, filled thickness = 0.193 nm
total 2 V: diffuse drop = 0.812 V, C = 15.3 uF/cm^2, local exponent = -0.413
  charge = 42.1 uC/cm^2, field = 47.5 MV/cm, filled thickness = 0.328 nm
one filled ion layer: diffuse drop = 1.81 V, total with compact layer = 3.62 V
rough decomposition limit per electrode (input): 2 V
Coulomb energy at one cell edge over kT: 11.1
cell edge over Debye length: 9.2
tail factor if permittivity saturates to 2 (rough): 0.447
metal screening length (rough input): 0.05 nm; bare series C: 17.7 uF/cm^2
C at 350 K, diffuse drop 0 and 1 V: 150.3, 24.3 uF/cm^2
no test failed
```
